# How fast does a hot silicon wafer cool by radiation?: a numerical check

```python
"""
Result under test: a wafer radiating from both faces to cold surroundings
starts to cool at  r = 2 eps sigma T0^4 / (C d).
eps: total hemispherical emissivity; sigma: Stefan-Boltzmann constant;
T0: initial absolute temperature; C: heat capacity per volume; d: thickness.
The rate and the later cooling curve are tested with a heat-equation model
that resolves the thickness. Neglected effects are then sized one by one.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

sigma = const.Stefan_Boltzmann
h, c, kB = const.h, const.c, const.k

# Given data
d = 775e-6
T0 = const.convert_temperature(1050.0, "Celsius", "Kelvin")
eps = 0.7
C = 2.2e6

# Rough typical values, used only to size corrections
kappa = 25.0
radius = 0.150
T_wall = 300.0
a_wall = 0.5
gap = 0.010
tau = 0.2
n_si = 3.5

# Black-body flux from Planck's law, by quadrature
angle = quad(lambda th: 2*np.pi*np.cos(th)*np.sin(th), 0, np.pi/2)[0]
planck = quad(lambda x: x**3/np.expm1(x), 0, 80)[0]
flux_planck = angle*2*h/c**2*(kB*T0/h)**4*h**-0*planck
black = sigma*T0**4
assert abs(flux_planck/black - 1) < 1e-7

# Derived formulas for the thin wafer
q = eps*black
areal_C = C*d
rate = 2*q/areal_C


def cooling_curve(t):
    return T0*(1 + 3*rate*t/T0)**(-1/3)


t50 = T0/(3*rate)*((T0/(T0 - 50))**3 - 1)

# Heat equation through the full thickness, with radiation at each face
N = 41
dx = d/(N - 1)
cell = np.full(N, dx)
cell[[0, -1]] = dx/2


def heat_equation(t, T):
    flow = -kappa*np.diff(T)/dx
    gain = np.zeros(N)
    gain[:-1] -= flow
    gain[1:] += flow
    gain[0] -= eps*sigma*T[0]**4
    gain[-1] -= eps*sigma*T[-1]**4
    return gain/(C*cell)


times = np.array([0.001, 0.05, t50, 1.0])
sim = solve_ivp(heat_equation, (0, 1.0), np.full(N, T0), method="BDF",
                t_eval=times, rtol=1e-9, atol=1e-8)
assert sim.success
mean_T = cell @ sim.y/d
rate_sim = (T0 - mean_T[0])/times[0]
assert abs(rate_sim/rate - 1) < 0.005      # faces cool slightly first
assert np.all(np.abs(mean_T - cooling_curve(times)) < 0.5)
assert abs(mean_T[2] - (T0 - 50)) < 0.3

# Centre-to-face temperature difference of the settled profile
diff_formula = q*d/(4*kappa)
diff_sim = sim.y[N//2, 1] - sim.y[0, 1]
flux_ratio = (sim.y[0, 1]/T0)**4
assert abs(diff_sim/(diff_formula*flux_ratio) - 1) < 0.01

# Harmonic heat capacity of the silicon lattice
a_si = const.physical_constants["lattice parameter of silicon"][0]
C_harmonic = 8*3*kB/a_si**3
assert abs(C_harmonic/C - 1) < 0.15


# Emissivity of an opaque polished surface: matching of wave admittances
def reflectance(th):
    ct = np.sqrt(1 - (np.sin(th)/n_si)**2)
    ci = np.cos(th)
    rs = (ci - n_si*ct)/(ci + n_si*ct)
    rp = (n_si*ci - ct)/(n_si*ci + ct)
    return rs**2, rp**2


for th in (0.3, 0.8, 1.3):                 # compare with angle-only forms
    tt = np.arcsin(np.sin(th)/n_si)
    Rs, Rp = reflectance(th)
    assert abs(Rs - (np.sin(th - tt)/np.sin(th + tt))**2) < 1e-12
    assert abs(Rp - (np.tan(th - tt)/np.tan(th + tt))**2) < 1e-12
eps_normal = 4*n_si/(n_si + 1)**2
assert abs(eps_normal - (1 - np.mean(reflectance(0.0)))) < 1e-12
eps_hemi = quad(lambda th: (1 - np.mean(reflectance(th)))
                * 2*np.cos(th)*np.sin(th), 0, np.pi/2)[0]

# Reflecting parallel walls: solve for the flux leaving each surface
eps_eff = 1/(1/eps + 1/a_wall - 1)
leaving = np.linalg.solve(
    np.array([[1, -(1 - eps)], [-(1 - a_wall), 1]]),
    np.array([eps*black, a_wall*sigma*T_wall**4]))
net = leaving[0] - leaving[1]
assert abs(net/(eps_eff*(black - sigma*T_wall**4)) - 1) < 1e-12
rate_reflecting = 2*eps_eff*black/areal_C

# Warm black walls, edge loss and conduction through nitrogen
warm_change = -(T_wall/T0)**4
side_area = 2*np.pi*radius*d
face_area = 2*np.pi*radius**2
edge_change = side_area/face_area
assert abs(edge_change - d/radius) < 1e-12
gas_flux = quad(lambda T: 0.026*(T/300)**0.75, T_wall, T0)[0]/gap
gas_formula = 0.026*300/1.75*((T0/300)**1.75 - (T_wall/300)**1.75)/gap
assert abs(gas_flux/gas_formula - 1) < 1e-9
gas_change = gas_flux/q


# Lamp afterglow following a steady hold at T0
def afterglow(t, T):
    return -rate*((T/T0)**4 - np.exp(-t/tau))


glow = solve_ivp(afterglow, (0, 2), [T0], dense_output=True,
                 rtol=1e-10, atol=1e-9, max_step=0.01)
tg = np.linspace(0, 2, 20001)
Tg = glow.sol(tg)[0]
rate_g = -afterglow(tg, Tg)
i_peak = np.argmax(rate_g)
t50_glow = np.interp(50, T0 - Tg, tg)
early = 0.005
fall_early = rate*(early - tau*(1 - np.exp(-early/tau)))
assert abs((T0 - glow.sol(early)[0])/fall_early - 1) < 0.01
assert abs(rate_g[0]) < 1e-9
assert 0 < i_peak < len(tg) - 1 and rate_g[i_peak] < rate
assert t50_glow > t50

# The two strongest reductions exceed each of the small corrections
small = max(abs(warm_change), edge_change, gas_change)
assert 1 - eps_eff/eps > small
assert 1 - rate_g[i_peak]/rate > small

print("GIVEN DATA")
print(f"thickness: {d*1e6:.0f} um")
print(f"initial temperature: {T0:.2f} K")
print(f"emissivity: {eps:.2f}")
print(f"heat capacity per volume: {C/1e6:.2f} MJ/(m3 K)")
print("COOLING RATE")
print(f"Stefan-Boltzmann constant: {sigma:.6e} W/(m2 K4)")
print(f"black-body flux, Planck quadrature: {flux_planck/1e3:.2f} kW/m2")
print(f"black-body flux, sigma T^4: {black/1e3:.2f} kW/m2")
print(f"radiated flux per face: {q/1e3:.2f} kW/m2")
print(f"radiated flux, both faces: {2*q/1e3:.2f} kW/m2")
print(f"heat capacity per area: {areal_C:.1f} J/(m2 K)")
print(f"initial cooling rate, formula: {rate:.2f} K/s")
print(f"mean rate in first 1 ms, heat equation: {rate_sim:.2f} K/s")
print("LATER COOLING")
print(f"time for 50 K fall, formula: {t50:.3f} s")
print(f"fall at that time, heat equation: {T0-mean_T[2]:.2f} K")
print(f"temperature after 1 s, formula: {cooling_curve(1.0):.1f} K")
print(f"temperature after 1 s, heat equation: {mean_T[3]:.1f} K")
print(f"rate after 1 s: {rate*(cooling_curve(1.0)/T0)**4:.1f} K/s")
print("CHECK OF INPUTS")
print(f"silicon lattice parameter: {a_si*1e9:.4f} nm")
print(f"harmonic heat capacity: {C_harmonic/1e6:.2f} MJ/(m3 K)")
print(f"refractive index (rough): {n_si:.1f}")
print(f"polished emissivity, normal: {eps_normal:.3f}")
print(f"polished emissivity, hemispherical: {eps_hemi:.3f}")
print(f"rate with hemispherical value: {rate*eps_hemi/eps:.1f} K/s")
print("NEGLECTED EFFECTS, EACH ALONE")
print(f"silicon conductivity (rough): {kappa:.0f} W/(m K)")
print(f"centre-to-face difference, formula: {diff_formula:.2f} K")
print(f"same at 50 ms, heat equation: {diff_sim:.2f} K")
print(f"wall temperature (rough): {T_wall:.0f} K")
print(f"rate change, warm black walls: {100*warm_change:.2f} %")
print(f"wafer radius: {radius*1e3:.0f} mm")
print(f"rate change, edge loss: {100*edge_change:+.2f} %")
print(f"nitrogen gap per side (rough): {gap*1e3:.0f} mm")
print(f"nitrogen flux per face: {gas_flux/1e3:.2f} kW/m2")
print(f"rate change, nitrogen: {100*gas_change:+.1f} %")
print(f"wall absorptance (rough): {a_wall:.2f}")
print(f"effective emissivity, reflecting walls: {eps_eff:.3f}")
print(f"initial rate, reflecting walls: {rate_reflecting:.1f} K/s")
print(f"rate change, reflecting walls: {100*(eps_eff/eps-1):.1f} %")
print(f"lamp decay time (rough): {tau:.2f} s")
print(f"greatest rate with afterglow: {rate_g[i_peak]:.1f} K/s")
print(f"time of greatest rate: {tg[i_peak]:.2f} s")
print(f"temperature at greatest rate: {Tg[i_peak]:.0f} K")
print(f"greatest rate against ideal: {100*(rate_g[i_peak]/rate-1):.1f} %")
print(f"time for 50 K fall with afterglow: {t50_glow:.3f} s")
print("success")
```

Running it gives:

```
GIVEN DATA
thickness: 775 um
initial temperature: 1323.15 K
emissivity: 0.70
heat capacity per volume: 2.20 MJ/(m3 K)
COOLING RATE
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
black-body flux, Planck quadrature: 173.80 kW/m2
black-body flux, sigma T^4: 173.80 kW/m2
radiated flux per face: 121.66 kW/m2
radiated flux, both faces: 243.32 kW/m2
heat capacity per area: 1705.0 J/(m2 K)
initial cooling rate, formula: 142.71 K/s
mean rate in first 1 ms, heat equation: 142.54 K/s
LATER COOLING
time for 50 K fall, formula: 0.379 s
fall at that time, heat equation: 49.92 K
temperature after 1 s, formula: 1205.1 K
temperature after 1 s, heat equation: 1205.3 K
rate after 1 s: 98.2 K/s
CHECK OF INPUTS
silicon lattice parameter: 0.5431 nm
harmonic heat capacity: 2.07 MJ/(m3 K)
refractive index (rough): 3.5
polished emissivity, normal: 0.691
polished emissivity, hemispherical: 0.676
rate with hemispherical value: 137.8 K/s
NEGLECTED EFFECTS, EACH ALONE
silicon conductivity (rough): 25 W/(m K)
centre-to-face difference, formula: 0.94 K
same at 50 ms, heat equation: 0.92 K
wall temperature (rough): 300 K
rate change, warm black walls: -0.26 %
wafer radius: 150 mm
rate change, edge loss: +0.52 %
nitrogen gap per side (rough): 10 mm
nitrogen flux per face: 5.54 kW/m2
rate change, nitrogen: +4.6 %
wall absorptance (rough): 0.50
effective emissivity, reflecting walls: 0.412
initial rate, reflecting walls: 83.9 K/s
rate change, reflecting walls: -41.2 %
lamp decay time (rough): 0.20 s
greatest rate with afterglow: 114.2 K/s
time of greatest rate: 0.56 s
temperature at greatest rate: 1275 K
greatest rate against ideal: -20.0 %
time for 50 K fall with afterglow: 0.573 s
success
```
